\section*{Sharp-Edged Acid Profiles from Concentration-Dependent Diffusion in a Resist}

\section{The model and its scaling}

\textbf{Q.} Photoacid diffuses during the bake, and diffusion from a narrow source gives a Gaussian. Why should its tail ever end at a finite distance?

\textbf{A.} The Gaussian belongs to a constant diffusivity. Suppose instead that acid loosens its surroundings, so that its mobility grows with its own concentration $u$:
\begin{equation}
D(u)=D_0\left(\frac{u}{u_0}\right)^m=Ku^m,\qquad K=\frac{D_0}{u_0^m},\qquad m>0 .
\end{equation}
This is a model closure, not a universal property of resists. With the flux $\mathbf J=-D\nabla u$ and no reaction, conservation gives
\begin{equation}
\frac{\partial u}{\partial t}=\nabla\cdot\left(Ku^m\nabla u\right). \label{pme}
\end{equation}
At $t=0$ an amount $N$ sits at the origin of $d$-dimensional space, with no acid elsewhere. The cases $d=1,2,3$ are a plane, a line and a point release, and $N$ is counted per area, per length or in total. The film is uniform and large enough for its boundaries not to matter.

\textbf{Q.} The equation is nonlinear. What makes it solvable?

\textbf{A.} The release brings no length of its own, so I look for a profile that keeps its shape:
\begin{equation}
u=t^{-\alpha}F(\xi),\qquad \xi=r\,t^{-\beta}.
\end{equation}
The amount is $\int u\,d^dr=t^{-\alpha+d\beta}\int F\,d^d\xi$, which is constant if $\alpha=d\beta$. In (\ref{pme}) the left side scales as $t^{-\alpha-1}$ and the right side as $t^{-\alpha(m+1)-2\beta}$. Equal powers require $\alpha m+2\beta=1$, hence
\begin{equation}
\beta=\frac{1}{dm+2}.
\end{equation}
For $m=0$ this is the familiar $1/2$. For $m>0$ spreading is slower than $\sqrt t$, because dilution lowers the diffusivity.

\section{The profile and its edge}

\textbf{Q.} You still have a nonlinear second-order equation for $F$.

\textbf{A.} It can be integrated twice. The time derivative at fixed $r$ is
\begin{equation}
\frac{\partial u}{\partial t}=-\beta t^{-d\beta-1}\left(dF+\xi F'\right)
=-\beta t^{-d\beta-1}\xi^{1-d}\left(\xi^dF\right)' ,
\end{equation}
and the radial divergence is
\begin{equation}
\nabla\cdot(Ku^m\nabla u)=t^{-d\beta-1}\,\xi^{1-d}\left(\xi^{d-1}KF^mF'\right)' .
\end{equation}
Equating them and multiplying by $\xi^{d-1}$ gives
\begin{equation}
\left[\xi^{d-1}\left(KF^mF'+\beta\xi F\right)\right]'=0 .
\end{equation}
The bracket is constant. As $\xi\to0$ its second term vanishes, and its first is proportional to the flow out of the origin, which is zero because nothing is released after $t=0$. The constant is therefore zero. Where $F>0$, division by $F$ leaves
\begin{equation}
KF^{m-1}F'=\frac{K}{m}\left(F^m\right)'=-\beta\xi
\quad\Rightarrow\quad
F^m=C-\frac{m\beta}{2K}\xi^2 . \label{parabola}
\end{equation}
The right side reaches zero at a finite $\xi$. That zero is the edge.

\textbf{Q.} Past the zero your formula turns negative, and you replace it by $F=0$. Is that a solution or a repair?

\textbf{A.} It has to conserve acid across the joint. Let $R(t)$ be the edge radius. Inside it, (\ref{parabola}) gives the transport velocity
\begin{equation}
V=\frac{J}{u}=-Ku^{m-1}\frac{\partial u}{\partial r}
=-\frac{K}{m}\frac{\partial u^m}{\partial r}=\frac{\beta r}{t}, \label{velocity}
\end{equation}
where the last step uses $\partial_r u^m=-m\beta r/(Kt)$. Thus $J=uV$ tends to zero at the edge together with $u$. For a shell from a fixed radius $a<R$ to a fixed radius beyond $R$,
\begin{equation}
\frac{d}{dt}\int_a^{R}u\,r^{d-1}dr
=u(R)R^{d-1}\dot R+a^{d-1}J(a)-R^{d-1}J(R)=a^{d-1}J(a),
\end{equation}
with values at $R$ taken as limits from inside. What enters at $a$ is what accumulates, so the joined function satisfies the integral conservation law. It is a weak solution: the differential equation holds on each side, and the flux is continuous between them.

Nor can the profile revive farther out. If $F$ rose from zero at some $\xi_1$, continuity of flux would keep the integration constant at zero, and (\ref{parabola}) would give $F^m=-(m\beta/2K)(\xi^2-\xi_1^2)<0$ just beyond $\xi_1$, a contradiction.

\textbf{Q.} Then where exactly is the edge for a given dose?

\textbf{A.} In terms of $R$, (\ref{parabola}) reads
\begin{equation}
u^m=\frac{m\beta}{2Kt}\left(R^2-r^2\right),\qquad
u=A\left(1-\frac{r^2}{R^2}\right)^{1/m},\qquad
A^m=\frac{m\beta R^2}{2Kt}. \label{profile}
\end{equation}
The dose fixes $R$. The unit sphere has area $2\pi^{d/2}/\Gamma(d/2)$. With $s=r^2/R^2$, so that $r^{d-1}dr=\tfrac12R^ds^{d/2-1}ds$,
\begin{align}
N&=\frac{\pi^{d/2}}{\Gamma(d/2)}AR^d\int_0^1s^{d/2-1}(1-s)^{1/m}ds=GAR^d,\\
G&=\pi^{d/2}\frac{\Gamma(1+1/m)}{\Gamma(1+1/m+d/2)} ,
\end{align}
by the Beta integral. Inserting $A=N/(GR^d)$ into the last relation of (\ref{profile}) and collecting powers of $R$ gives
\begin{equation}
R(t)=\left[\frac{2Kt}{m\beta}\left(\frac{N}{G}\right)^m\right]^{\beta}. \label{edge}
\end{equation}
Equations (\ref{profile}) and (\ref{edge}) are the Barenblatt profile. One more power of $s$ in the integral gives the mean square radius,
\begin{equation}
\langle r^2\rangle=R^2\,\frac{d/2}{d/2+1+1/m}=\frac{d\,R^2}{d+2+2/m}. \label{moment}
\end{equation}

\textbf{Q.} The diffusivity is zero at the edge. How can the edge move?

\textbf{A.} The flux vanishes there, but the velocity, flux divided by concentration, does not. Equation (\ref{velocity}) gives $V(R)=\beta R/t$, and differentiating $R\propto t^\beta$ gives $\dot R=\beta R/t$. The edge moves with the acid just behind it.

Its shape depends on $m$. Close to $R$, $1-r^2/R^2\simeq2(R-r)/R$, so $u\simeq A[2(R-r)/R]^{1/m}$. The slope at the edge is zero for $m<1$, finite for $m=1$ and infinite for $m>1$. A finite edge is therefore not the same thing as a steep one.

\section{Numbers for a planar release}

\textbf{Q.} Does this make a visible difference over a bake?

\textbf{A.} Take round model parameters: $d=1$, $m=1$, $N=1.0\ \mathrm{nm^{-2}}$, $u_0=0.1\ \mathrm{nm^{-3}}$, $D_0=1.0\ \mathrm{nm^2/s}$ and $t=60$ s. Then $K=10\ \mathrm{nm^5/s}$, $\beta=1/3$, $G=4/3$, and
\begin{equation}
R^3=\frac{2(10)(60)}{1/3}\cdot\frac{1.0}{4/3}\ \mathrm{nm^3}=2700\ \mathrm{nm^3},
\qquad R=13.9\ \mathrm{nm}.
\end{equation}
The peak is $A=N/(GR)=0.054\ \mathrm{nm^{-3}}$, and the edge still advances at $R/(3t)=0.077$ nm/s. By (\ref{moment}) the rms width is $R/\sqrt5=6.2$ nm.

A Gaussian with the same amount and rms width has a peak of $0.064\ \mathrm{nm^{-3}}$ and leaves 2.5\% of its acid beyond $R$, where the Barenblatt profile has none. The Gaussian is higher in the middle and longer in the tail; the Barenblatt profile is fuller in between.

Dose separates the two laws more clearly. With constant $D$, doubling $N$ doubles $u$ everywhere and leaves the width unchanged. Here $R\propto N^{m\beta}=N^{1/3}$, and the edge moves out to 17.5 nm.

\textbf{Q.} A concentration that goes continuously to zero must at some point mean less than one molecule.

\textbf{A.} Yes. Equation (\ref{pme}) describes a mean concentration. For $m=1$ the acid in the last distance $\ell$ before the edge is, to leading order in $\ell/R$,
\begin{equation}
\int_0^\ell\frac{2As}{R}\,ds=\frac{A\ell^2}{R}\simeq0.004\ \mathrm{nm^{-2}}
\quad\text{for }\ell=1\ \mathrm{nm}.
\end{equation}
One molecule in that last nanometre needs some 260 nm$^2$ of front. On smaller areas the edge is a statement about averages, not about the position of the outermost molecule.

\section{What the edge depends on}

\textbf{Q.} No real release is infinitely thin. Is the profile then useless?

\textbf{A.} It is exact for the concentrated release and in general only approximate for a wider one. A finite-volume solution of (\ref{pme}), which does not assume the similarity form, was started from uniform slabs. I measure the mismatch by $\int|u-u_{\rm B}|\,dx/N$, with $u_{\rm B}$ the Barenblatt profile. For a slab of half-width 1 nm it is $3\times10^{-4}$ at 60 s. For a half-width of 4 nm it is 0.16 at 6 s and 0.019 at 60 s. In this case the initial shape is being forgotten; I have not proved convergence for general releases.

The mismatch is mainly a shift in time. If $u_{\rm B}(r,t)$ solves (\ref{pme}), so does $u_{\rm B}(r,t+t_0)$. The slab of half-width 4 nm behaves like a concentrated release that began about 3 s earlier: comparing it with $u_{\rm B}(r,t+t_0)$ at $t_0=3.1$ s lowers the mismatch to about 0.0035 at 6 s and to below 0.001 at 60 s. The shift multiplies $R$ by $(1+t_0/t)^\beta$, which puts the edge ahead by 15\% at 6 s but by only 1.7\% at 60 s. Once $t\gg t_0$, the relative change is $\beta t_0/t$ and falls as $1/t$.

\textbf{Q.} I doubt that the diffusivity is really zero without acid. What does a small residual value do?

\textbf{A.} It removes the edge. Consider the foremost part of a profile, moving at a speed $v$ that is nearly steady over the region considered, so that $u=u(s)$ with $s=x-vt$. Then $-vu'=(Du')'$. One integration, with no acid and no flux far ahead, gives $Du'=-vu$. The distance over which the concentration drops from $u_1$ to $u_2$ is
\begin{equation}
s_2-s_1=\frac1v\int_{u_2}^{u_1}\frac{D(u)}{u}\,du . \label{criterion}
\end{equation}
For $D=Ku^m$ this is $K(u_1^m-u_2^m)/(mv)$, which stays finite as $u_2\to0$. A residual diffusivity $D_b$ adds $(D_b/v)\ln(u_1/u_2)$, which grows without limit. Within this local picture, a finite edge requires $\int_0D\,du/u$ to converge.

Adding $D_b=0.1\ \mathrm{nm^2/s}$ to the planar example shows the effect. The distances at which $u$ falls to $10^{-3}$, $10^{-6}$ and $10^{-9}$ of its peak are 19.4, 23.9 and 27.5 nm. Without $D_b$ they are 13.95, 14.05 and 14.05 nm, which is the edge smeared over a few grid cells of 0.1 nm.

\textbf{Q.} Is the restored tail Gaussian?

\textbf{A.} Nearly, over this range. A steady front would give equal spacings per factor of $10^3$, but they shrink from 4.5 to 3.6 nm, so the decay is faster than exponential and the tail is not a steady front. A Gaussian would instead give equal differences between the squared distances. These are about 194 and 185 nm$^2$, each uncertain by some 5 nm$^2$ because the distances are read to one grid cell, so they agree to within about 10\%. For a Gaussian spreading with $D_b$ alone from the origin the difference would be $4D_bt\ln10^3=166\ \mathrm{nm^2}$. The tail here is fed by a wide, moving body of acid, so agreement with that value is not expected at this time.

Background acid acts in the same way. Put $u=u_b+w$ with $w\ll u_b$. To first order in $w$, (\ref{pme}) becomes $\partial_tw=Ku_b^m\nabla^2w$, which is ordinary diffusion, and the small disturbance far out has no edge.

\textbf{Q.} If the Gaussian is the case $m=0$, your edge should disappear as $m\to0$.

\textbf{A.} It moves to infinity. For small $m$, Stirling's formula gives $G\simeq(\pi m)^{d/2}$. Hence $(N/G)^m\to1$, because $m\ln m\to0$. With $\beta\to1/2$, (\ref{edge}) becomes $R^2\simeq4Kt/m$; the correction $dm$ in the exponent changes this by a factor that tends to one for the same reason. Then
\begin{equation}
A=\frac{N}{GR^d}\to\frac{N}{(4\pi Kt)^{d/2}},\qquad
\left(1-\frac{mr^2}{4Kt}\right)^{1/m}\to e^{-r^2/4Kt},
\end{equation}
which is the Gaussian with diffusivity $K\to D_0$. For $d=1$ and $K=N=t=1$ in scaled units, the largest deviation relative to the Gaussian peak is 0.76\% at $m=0.01$ and 0.076\% at $m=0.001$, so it falls in proportion to $m$.

\textbf{Q.} And a case with $m>1$, where you claim an infinite slope?

\textbf{A.} Take a line release, $d=2$ and $m=2$, with $N=10\ \mathrm{nm^{-1}}$ and the same $u_0$, $D_0$ and time. Now $K=100\ \mathrm{nm^8/s}$, $\beta=1/6$ and $G=2\pi/3$, so
\begin{equation}
R^6=\frac{2(100)(60)}{2/6}\left(\frac{10}{2\pi/3}\right)^2\mathrm{nm^6}
\simeq8.2\times10^5\ \mathrm{nm^6},\qquad R=9.7\ \mathrm{nm}.
\end{equation}
The finite-volume solution, started from a disc of radius 2 nm, also puts the edge at 9.7 nm. The concentration near it follows $(R-r)^{1/2}$.

\section{Quenching}

\textbf{Q.} A resist also contains base. Does the edge survive quenching?

\textbf{A.} It does for one simple kind. Let a uniform, immobile base be in such excess that it is hardly consumed. Let the reaction step, not the diffusive encounter of acid and base, limit the rate, so that the rate coefficient does not depend on the acid's mobility. Each acid molecule is then lost at a constant rate $k$, and
\begin{equation}
\frac{\partial u}{\partial t}=\nabla\cdot(Ku^m\nabla u)-ku .
\end{equation}
Write $u=e^{-kt}v$. The left side is $e^{-kt}(\partial_tv-kv)$, and the loss terms cancel. The diffusion term carries $e^{-(m+1)kt}$, so that
\begin{equation}
\frac{\partial v}{\partial t}=e^{-mkt}\,\nabla\cdot(Kv^m\nabla v).
\end{equation}
A new time with $d\tau=e^{-mkt}dt$ absorbs the factor:
\begin{equation}
\tau=\frac{1-e^{-mkt}}{mk},\qquad
\frac{\partial v}{\partial\tau}=\nabla\cdot(Kv^m\nabla v).
\end{equation}
This is the loss-free equation with the same initial amount. Hence $u(r,t)=e^{-kt}u_{\rm B}(r,\tau)$, and the edge is at $R(\tau)$.

\textbf{Q.} But $\tau$ is bounded.

\textbf{A.} So the edge comes to rest. As $t\to\infty$, $\tau\to1/(mk)$ and $R\to R(1/(mk))$. Loss lowers the concentration, and with it the diffusivity, fast enough for the total spreading to stay finite. With constant diffusivity, $m\to0$ gives $\tau\to t$: the Gaussian fades but never stops widening.

In the planar example with $k=0.02\ \mathrm{s^{-1}}$, $\tau=34.9$ s after 60 s. Since $R^3=(45\ \mathrm{nm^3/s})\,\tau$, the edge is at 11.6 nm instead of 13.9 nm, while only 30\% of the acid is left. The resting edge, at $\tau=50$ s, is 13.1 nm. Quenching removes most of the acid here but pulls the edge in by little, because $R$ grows only as the cube root of $\tau$. The finite-volume solution with loss gives 11.65 nm at 60 s and 13.05 nm at 300 s, within one grid cell of the formula; the numerical output lists these comparisons.

\textbf{Q.} When does this description of quenching fail?

\textbf{A.} When the base is used up. Then $k$ depends on how much acid has already passed, the substitution no longer removes the loss term, and acid and base must be followed together. The substitution also fails if the base is unevenly distributed, because $k$ then depends on position, and if encounters limit the reaction, because $k$ then varies with $D(u)$. A residual diffusivity $D_b$ removes the arrest as well as the edge: it adds a term $D_b\nabla^2v$ that carries no factor $e^{-mkt}$, so once the acid is dilute the mean square width of the planar profile keeps growing as $2D_bt$. With $D_b=0.1\ \mathrm{nm^2/s}$ and $k=0.02\ \mathrm{s^{-1}}$ the rms width is 9.5 nm at 300 s, against a resting value of 5.9 nm without $D_b$. The arrest also relies on $D$ following the present acid concentration; mobility that persists after the acid is lost does not fall with quenching. The power law must also hold over the concentrations that occur: in the loss-free planar example $A\propto t^{-1/3}$, so the peak lies above $u_0$ for roughly the first 9 s. If the mobility saturates there, the early spreading is slower than calculated. Whether there is an edge at all depends on the other end of the range: in the local picture of (\ref{criterion}), $D$ must fall to zero with the acid concentration fast enough for the integral to converge.

\section*{Calculated quantities}
\begin{verbatim}
largest relative residual of equation: 1.7e-15
largest relative edge-velocity error: 1.0e-04
Gaussian-limit error, m=0.01:  7.56e-03 of peak
Gaussian-limit error, m=0.001: 7.58e-04 of peak
PLANAR RELEASE, d=1, m=1
amount N: 1.0 nm^-2
reference concentration u0: 0.1 nm^-3
diffusivity D0 at u0: 1.0 nm^2/s
coefficient K: 10.0 nm^5/s
bake time: 60 s
shape integral G: 1.3333
edge R: 13.92 nm
peak concentration: 0.0539 nm^-3
diffusivity at peak: 0.539 nm^2/s
edge speed: 0.0774 nm/s
rms width: 6.23 nm
edge for doubled amount: 17.54 nm
equal-variance Gaussian peak: 0.0641 nm^-3
Gaussian fraction beyond R: 2.53 %
grid cell: 0.1 nm
simulated peak: 0.0538 nm^-3
profile distance, narrow release: 3.1e-04 of N
wide release, distance at 6 s: 0.1602 of N
wide release, distance at 60 s: 0.0193 of N
reach at fraction of peak: D(0)=0 / residual D / Gaussian
  1e-03: 13.95 / 19.35 / 23.15 nm
  1e-06: 14.05 / 23.85 / 32.73 nm
  1e-09: 14.05 / 27.45 / 40.09 nm
residual diffusivity: 0.1 nm^2/s
simulated fraction beyond R, D(0)=0: 0.0013 %
simulated fraction beyond R, residual D: 2.59 %
WITH FIRST-ORDER LOSS
loss rate k: 0.02 s^-1
rescaled time at 60 s: 34.94 s
fraction left at 60 s: 0.3012, simulated 0.3012
edge at 60 s: 11.63 nm, simulated 11.65 nm
edge at 300 s: 13.09 nm, simulated 13.05 nm
resting edge: 13.10 nm
profile distance with loss: 6.3e-04 of amount left
LINE RELEASE, d=2, m=2
amount: 10 nm^-1, K: 100 nm^8/s
release radius: 2 nm, time: 60 s
edge: 9.68 nm, simulated 9.65 nm
profile distance: 4.9e-04 of amount
\end{verbatim}
